**Johnson's tunability formula tested against the quartic Landau model**

For \(F=aP^2/2+bP^4/4-EP\) with \(a,b>0\), \(\chi=dP/dE\) and \(\chi_0=1/a\), the form \(\chi=\chi_0/(1+kb\chi_0^3E^2)^{1/3}\) is exact for no constant \(k\). The program obtains \(\chi\) by differentiating the numerical equilibrium polarization, and asserts that the needed \(k\) tends to 9 at low field and 27 at high field and rises across the sampled fields between. It also asserts the closed hyperbolic solution, the series coefficients, the contradiction between polynomial coefficients, and the largest errors of the two limiting constants. The output shows these errors as +44.2% for \(k=9\) and −22.6% for \(k=27\), relative to the exact susceptibility. For a model film with rough parameters in the regime of barium strontium titanate, the needed \(k\) is 13.6 at 1 MV/cm and 16.7 at a rough breakdown field of 2 MV/cm. Further assertions cover the shift of \(a\) by a series interface layer, the weaker effect of warming at 1 MV/cm than at zero field, and the initial rise of permittivity in a case with negative \(b\). The remaining output sizes the background permittivity, a sixth-order term, and ideal-barrier leakage and tunnelling.

## Check in Python

```python
# Result under test: for F(P) = a P^2/2 + b P^4/4 - E P with a, b > 0, the form
#   chi = chi0 / (1 + k b chi0^3 E^2)^(1/3),  chi = dP/dE,  chi0 = 1/a,
# is exact for no constant k: low field needs k = 9, high field needs k = 27.
# Scaled symbols: p = P sqrt(b/a), e = E sqrt(b)/a^1.5, u = p^2, r = chi/chi0.
# Practical units: E in MV/cm, P in uC/cm2, a in MV/cm per uC/cm2.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar


def polarization(field, a, b, c=0.0):
    """Root of dF/dP = 0, with an optional sixth-order term c P^6/6."""
    return brentq(lambda P: a*P + b*P**3 + c*P**5 - field,
                  -1e4, 1e4, xtol=1e-14, rtol=1e-15, maxiter=1000)


def susceptibility(field, a, b, c=0.0):
    """dP/dE by central difference of the equilibrium polarization."""
    h = 1e-3*max(abs(field), 0.1)
    return (polarization(field + h, a, b, c)
            - polarization(field - h, a, b, c))/(2*h)


def johnson(e, k):
    return (1 + k*e**2)**(-1/3)


def required_k(u):
    return 9*(1 + 3*u + 3*u**2)/(1 + u)**2


def exact_ratio(e):
    theta = np.arcsinh(1.5*np.sqrt(3)*e)/3
    return 1/(2*np.cosh(2*theta) - 1)


# Limits, monotonic rise and closed form against numerical differentiation
def measured_k(e):
    return (susceptibility(e, 1, 1)**-3 - 1)/e**2


k_low, k_high = measured_k(0.01), measured_k(1e6)
assert abs(k_low - 9) < 0.01 and abs(k_high - 27) < 0.01
scaled_fields = np.logspace(-1, 3, 25)
k_values = np.array([measured_k(e) for e in scaled_fields])
u_values = np.array([polarization(e, 1, 1)**2 for e in scaled_fields])
assert np.all(np.diff(k_values) > 0)
assert np.allclose(k_values, required_k(u_values), rtol=1e-4)
r_values = np.array([susceptibility(e, 1, 1) for e in scaled_fields])
assert np.allclose(r_values, exact_ratio(scaled_fields), rtol=1e-5)
assert np.all(r_values < johnson(scaled_fields, 9))
assert np.all(r_values > johnson(scaled_fields, 27))
high_correction = (susceptibility(1e3, 1, 1)*3*100 - 1)*3*100
assert abs(high_correction - 1) < 1e-3
critical_chi = susceptibility(2.0, 0.0, 1.0)
assert abs(critical_chi*3*2**(2/3) - 1) < 1e-5

# Symbolic series and impossibility of a single constant
x, c3, c5, us, ks = sp.symbols('x c3 c5 u k')
trial = x + c3*x**3 + c5*x**5
residual = sp.expand(trial + trial**3 - x)
solution = sp.solve([residual.coeff(x, 3), residual.coeff(x, 5)],
                    [c3, c5], dict=True)[0]
exact_series = sp.diff(trial.subs(solution), x)
johnson_series = sp.series((1 + 9*x**2)**sp.Rational(-1, 3), x, 0, 6).removeO()
exact_fourth = sp.expand(exact_series).coeff(x, 4)
johnson_fourth = sp.expand(johnson_series).coeff(x, 4)
assert sp.expand(exact_series).coeff(x, 2) == -3
assert sp.expand(johnson_series).coeff(x, 2) == -3
assert exact_fourth == 15 and johnson_fourth == 18
mismatch = sp.Poly(sp.expand((1 + 3*us)**3 - 1 - ks*us*(1 + us)**2), us)
needed = [sp.solve(mismatch.coeff_monomial(us**n), ks)[0] for n in (1, 2, 3)]
assert len(set(needed)) == 3
slope = sp.diff(9*(1 + 3*us + 3*us**2)/(1 + us)**2, us)
assert sp.simplify(slope - 9*(1 + 3*us)/(1 + us)**3) == 0

# Largest errors of the two limiting constants and the best single constant
u_worst = (np.sqrt(3) - 1)/3
e_worst = np.sqrt(u_worst)*(1 + u_worst)
error27 = johnson(e_worst, 27)*(1 + 3*u_worst) - 1
search = minimize_scalar(lambda e: johnson(e, 27)/susceptibility(e, 1, 1),
                         bounds=(0.1, 3), method='bounded')
assert abs(search.fun - 1 - error27) < 1e-5 and abs(search.x - e_worst) < 0.02
error9 = 3**(1/3) - 1
assert abs(johnson(1e6, 9)/susceptibility(1e6, 1, 1) - 1 - error9) < 1e-3
e_grid = np.logspace(-3, 8, 4000)
r_grid = exact_ratio(e_grid)
best = minimize_scalar(lambda k: np.max(np.abs(johnson(e_grid, k)/r_grid - 1)),
                       bounds=(9, 27), method='bounded')
assert best.fun > 0.1

# Negative quartic term with sixth-order stabilization: permittivity rises
negative_b_ratio = susceptibility(0.2, 1.0, -1.0, 1.0)
assert negative_b_ratio > 1

# Worked film, with rough round parameters
eps_soft, b, thickness_nm = 300.0, 8e-5, 20.0
eps0 = sc.epsilon_0*1e10            # uC/cm2 per MV/cm
a = 1/(eps0*eps_soft)
field_scale = a**1.5/np.sqrt(b)
half_field = 4/(3*np.sqrt(3))*field_scale
assert abs(susceptibility(half_field, a, b)*a - 0.5) < 1e-5
field_au = sc.physical_constants['atomic unit of electric field'][0]/1e8
bohr = sc.physical_constants['Bohr radius'][0]
polarization_au = sc.e/bohr**2*100
assert abs(a*polarization_au/field_au/(4*np.pi/eps_soft) - 1) < 1e-6
P_one = polarization(1.0, a, b)
minimum = minimize_scalar(lambda P: a*P**2/2 + b*P**4/4 - P,
                          bounds=(0, 100), method='bounded',
                          options={'xatol': 1e-9})
assert abs(minimum.x/P_one - 1) < 1e-5

rows = []
for field in (0.25, 0.5, 1.0, 1.5):
    P = polarization(field, a, b)
    e = field/field_scale
    rows.append((field, P, susceptibility(field, a, b)/eps0,
                 eps_soft*johnson(e, 9), eps_soft*johnson(e, 27),
                 required_k(P**2*b/a)))
eps_one = rows[2][2]

# Fit of k to the exact film curve from 0 to 1 MV/cm, zero-field value known
fit_fields = np.linspace(0, 1, 41)
fit_eps = np.array([susceptibility(f, a, b)/eps0 for f in fit_fields])
fit_model = lambda k: eps_soft*johnson(fit_fields/field_scale, k)
fit = minimize_scalar(lambda k: np.sum((fit_model(k) - fit_eps)**2),
                      bounds=(1, 60), method='bounded')
fit_error = np.max(np.abs(fit_model(fit.x)/fit_eps - 1))
assert 9 < fit.x < rows[2][5] and fit_error < 0.1

# Breakdown compared with the approach to the high-field limit
breakdown = 2.0
k_breakdown = required_k(polarization(breakdown, a, b)**2*b/a)
u_24 = brentq(lambda u: required_k(u) - 24, 0, 1e3)
field_24 = np.sqrt(u_24)*(1 + u_24)*field_scale
assert field_24 > breakdown

# Neglected background and sixth-order term
background, c = 6.0, 3e-8
ratio_soft = eps_one/eps_soft
ratio_total = (eps_one + background)/(eps_soft + background)
eps_sextic = susceptibility(1.0, a, b, c)/eps0

# Neglected series interface: voltage division against a shifted coefficient a
interface_cap = 10.0               # uF/cm2
shift = 1e-6/(interface_cap*thickness_nm*1e-7)
film_field = brentq(lambda f: f + shift*polarization(f, a, b) - 1.0, 0, 1)
assert abs(polarization(film_field, a, b)
           / polarization(1.0, a + shift, b) - 1) < 1e-8
eps_layer_zero = 1/(eps0*(a + shift))
eps_layer_one = susceptibility(1.0, a + shift, b)/eps0
half_layer = 4/(3*np.sqrt(3))*(a + shift)**1.5/np.sqrt(b)

# Neglected warming, with a Curie-Weiss coefficient
curie_constant, warming = 1e5, 60.0
a_hot = a + warming/(eps0*curie_constant)
hot_zero = a/a_hot - 1
hot_one = susceptibility(1.0, a_hot, b)/eps0/eps_one - 1
assert abs(hot_one) < abs(hot_zero)

# Neglected leakage at 1 MV/cm: Schottky emission and triangular tunnelling
barrier, temperature, frequency, E_si = 1.0, 300.0, 1e5, 1e8
kT = sc.k*temperature/sc.e
lowering = np.sqrt(sc.e*E_si/(4*np.pi*sc.epsilon_0*background))
richardson = 4*np.pi*sc.m_e*sc.k**2*sc.e/sc.h**3
leakage = richardson*temperature**2*np.exp(-(barrier - lowering)/kT)
loss = (leakage*lowering/(2*E_si*kT)
        / (2*np.pi*frequency*sc.epsilon_0*eps_one))
tunnel_exponent = (4*np.sqrt(2*sc.m_e)*(barrier*sc.e)**1.5
                   / (3*sc.hbar*sc.e*E_si))
assert loss < 1e-3 and tunnel_exponent > 20

print(f"k measured at e=0.01: {k_low:.4f}; at e=1e6: {k_high:.4f}")
print("k needed by u, u^2, u^3 terms:", *needed)
print(f"e^4 coefficient: exact {exact_fourth}, Johnson k=9 {johnson_fourth}")
print(f"k=9 largest error (high field): {100*error9:+.1f} %")
print(f"k=27 largest error: {100*error27:+.1f} % at e={e_worst:.4f}")
print(f"k=27 worst point: u={u_worst:.4f}, E={e_worst*field_scale:.3f} MV/cm")
print(f"best single k, all fields: {best.x:.2f}, error {100*best.fun:.1f} %")
print(f"b<0 test (a=1,b=-1,c=1,E=0.2): chi/chi0={negative_b_ratio:.4f}")
print(f"input soft permittivity: {eps_soft:.0f}")
print(f"input b: {b:.1e} MV/cm per (uC/cm2)^3")
print(f"input thickness: {thickness_nm:.0f} nm")
print(f"vacuum permittivity: {eps0:.5f} uC/cm2 per MV/cm")
print(f"a: {a:.5f} MV/cm per uC/cm2")
print(f"field scale a^1.5/sqrt(b): {field_scale:.4f} MV/cm")
print(f"polarization scale sqrt(a/b): {np.sqrt(a/b):.3f} uC/cm2")
print(f"half-permittivity field: {half_field:.4f} MV/cm")
print(f"same field: {half_field/field_au:.4e} atomic units")
print(f"k at half permittivity: {required_k(1/3):.4f}")
print("E MV/cm | P uC/cm2 | eps exact | eps k=9 | eps k=27 | needed k")
for row in rows:
    print("{:.2f} | {:.3f} | {:.2f} | {:.2f} | {:.2f} | {:.3f}".format(*row))
print(f"voltage at 1 MV/cm: {thickness_nm*0.1:.1f} V")
print(f"fit 0 to 1 MV/cm: k={fit.x:.3f}, max error {100*fit_error:.2f} %")
print(f"inferred b / true b, assuming k=9: {fit.x/9:.3f}")
print(f"inferred b / true b, assuming k=27: {fit.x/27:.3f}")
print(f"input rough breakdown field: {breakdown:.1f} MV/cm")
print(f"needed k at breakdown: {k_breakdown:.2f}")
print(f"field where needed k=24: {field_24:.2f} MV/cm")
print(f"input background permittivity: {background:.1f}")
print(f"eps(1 MV/cm)/eps(0): soft {ratio_soft:.4f}, total {ratio_total:.4f}")
print(f"input sixth-order c: {c:.1e} MV/cm per (uC/cm2)^5")
print(f"sixth-order change at 1 MV/cm: {100*(eps_sextic/eps_one-1):+.1f} %")
print(f"input interface capacitance: {interface_cap:.0f} uF/cm2")
print(f"interface addition to a: {shift:.4f} MV/cm per uC/cm2")
print(f"film field at nominal 1 MV/cm: {film_field:.4f} MV/cm")
print(f"apparent eps with interface, zero field: {eps_layer_zero:.2f}")
print(f"apparent eps with interface, 1 MV/cm: {eps_layer_one:.2f}")
print(f"apparent half-permittivity field: {half_layer:.3f} MV/cm")
print(f"input Curie constant: {curie_constant:.0e} K; warming {warming:.0f} K")
print(f"warming change: zero field {100*hot_zero:+.1f} %")
print(f"warming change: 1 MV/cm {100*hot_one:+.1f} %")
print(f"input barrier: {barrier:.1f} eV; temperature {temperature:.0f} K")
print(f"Schottky lowering at 1 MV/cm: {lowering:.3f} eV")
print(f"Schottky leakage at 1 MV/cm: {leakage/1e4:.2e} A/cm2")
print(f"leakage loss tangent at {frequency/1e3:.0f} kHz: {loss:.1e}")
print(f"tunnelling exponent at 1 MV/cm: {tunnel_exponent:.1f}")
print("all assertions hold")
```

Running it gives:

```
k measured at e=0.01: 9.0012; at e=1e6: 26.9973
k needed by u, u^2, u^3 terms: 9 27/2 27
e^4 coefficient: exact 15, Johnson k=9 18
k=9 largest error (high field): +44.2 %
k=27 largest error: -22.6 % at e=0.6145
k=27 worst point: u=0.2440, E=0.502 MV/cm
best single k, all fields: 18.48, error 13.5 %
b<0 test (a=1,b=-1,c=1,E=0.2): chi/chi0=1.1379
input soft permittivity: 300
input b: 8.0e-05 MV/cm per (uC/cm2)^3
input thickness: 20 nm
vacuum permittivity: 0.08854 uC/cm2 per MV/cm
a: 0.03765 MV/cm per uC/cm2
field scale a^1.5/sqrt(b): 0.8167 MV/cm
polarization scale sqrt(a/b): 21.693 uC/cm2
half-permittivity field: 0.6287 MV/cm
same field: 1.2226e-04 atomic units
k at half permittivity: 11.8125
E MV/cm | P uC/cm2 | eps exact | eps k=9 | eps k=27 | needed k
0.25 | 6.147 | 241.76 | 244.67 | 197.03 | 9.719
0.50 | 10.687 | 173.60 | 183.45 | 134.40 | 11.101
1.00 | 16.688 | 108.10 | 123.04 | 86.66 | 13.590
1.50 | 20.779 | 79.95 | 95.13 | 66.43 | 15.367
voltage at 1 MV/cm: 2.0 V
fit 0 to 1 MV/cm: k=11.354, max error 5.85 %
inferred b / true b, assuming k=9: 1.262
inferred b / true b, assuming k=27: 0.421
input rough breakdown field: 2.0 MV/cm
needed k at breakdown: 16.66
field where needed k=24: 19.55 MV/cm
input background permittivity: 6.0
eps(1 MV/cm)/eps(0): soft 0.3603, total 0.3729
input sixth-order c: 3.0e-08 MV/cm per (uC/cm2)^5
sixth-order change at 1 MV/cm: -7.1 %
input interface capacitance: 10 uF/cm2
interface addition to a: 0.0500 MV/cm per uC/cm2
film field at nominal 1 MV/cm: 0.4807 MV/cm
apparent eps with interface, zero field: 128.86
apparent eps with interface, 1 MV/cm: 99.47
apparent half-permittivity field: 2.233 MV/cm
input Curie constant: 1e+05 K; warming 60 K
warming change: zero field -15.3 %
warming change: 1 MV/cm +1.4 %
input barrier: 1.0 eV; temperature 300 K
Schottky lowering at 1 MV/cm: 0.155 eV
Schottky leakage at 1 MV/cm: 6.88e-08 A/cm2
leakage loss tangent at 100 kHz: 3.4e-08
tunnelling exponent at 1 MV/cm: 68.3
all assertions hold
```
